Off-shell retardation of the Breit interaction in CI for helium-like ions

Q. In my Dirac–Coulomb–Breit CI for helium-like ions I use the full transverse-photon operator,

B(ω) = −α₁·α₂ cos(ωr₁₂)/r₁₂ + (α₁·∇₁)(α₂·∇₂)[cos(ωr₁₂) − 1]/(ω²r₁₂),

and for any element ⟨rs|B|tu⟩ I average it over the two orbital-energy differences. This keeps the retardation that the static operator B(0) loses, so I expect it to be the better choice, high virtuals included. Where is the harm?

A. It shows once we see where B(ω) comes from. Take atomic units, c = 1/α, Coulomb gauge, and eigenstates of the Dirac Hamiltonian h of the bare nucleus. A transverse mode of wave number k has energy ck and couples through W = α·A with amplitude (2πc/kV)^½. Let M(k)dk be the product of the emission element of one electron and the absorption element of the other, summed over directions and polarisations. I drop self-energy terms, where one electron does both, and imaginary parts. If the electrons change no energy, the two time orderings give −2M/(ck) each dk, which is the static operator

B(0) = −∫d³k/(2π)³ (4π/k²) α₁ᵢα₂ⱼ(δᵢⱼ − k̂ᵢk̂ⱼ) e^{ik·r₁₂}.

Retardation multiplies this integrand by a weight w(k). Averaging the exponential over directions, the δᵢⱼ part becomes −α₁·α₂K(r) with rK = (2/π)∫dk w sin(kr)/k.

For the exchange ab → ba, with ω = (ε_b − ε_a)/c, the intermediate states are aa + photon and bb + photon:

(M/c)[1/(ω−k) + 1/(−ω−k)] = (−2M/ck)·k²/(k²−ω²).

So w = k²/(k²−ω²). Write k/(k²−ω²) = ½[1/(k−ω) + 1/(k+ω)]. Sending k → −k in the second term joins the two into one integral over the whole axis, and q = k − ω gives

rK = (1/π) PV∫dq [sin(qr)cos(ωr) + cos(qr)sin(ωr)]/q = cos(ωr),

because the first integral is π and the second is odd. For the k̂k̂ part, ∇₁∇₂ brings down +kᵢkⱼ, and w/k⁴ = [1/(k²−ω²) − 1/k²]/ω² yields your second term. The cosine is a principal-value pole at k = ω. Here the pole marks a real one-electron transition, b → a with emission of that photon. Whether the two-electron state can decay this way depends on its symmetry; 1s2s ¹S₀, for one, cannot.

Q. That element conserves energy. For the others I rely on the Mittleman average, which has a derivation.

A. It has, by a canonical transformation. Let H = H₀ + C + W, with C the Coulomb repulsion, and choose S with [S,H₀] = −W, that is S_mn = W_mn/(E_m − E_n). Then

e^S H e^{−S} = H₀ + C + ½[S,W] + [S,C] + ½[S,[S,C]] + …

Take the ground pair aa, define Ω_r = (ε_r − ε_a)/c ≥ 0, and keep positive-energy states only. From initial state i = aa to final state f = rs,

½[S,W]_fi = ½Σ_m W_fm W_mi [1/(E_f−E_m) + 1/(E_i−E_m)].

For m = (r,a)+k the denominators are c(Ω_s−k) and −c(Ω_r+k); for m = (a,s)+k they are c(Ω_r−k) and −c(Ω_s+k). Since 1/(Ω−k) − 1/(Ω+k) = −2k/(k²−Ω²),

w_M = ½[k²/(k²−Ω_r²) + k²/(k²−Ω_s²)],

which is your average. But an off-shell element first affects the energy of aa in the order C·W², as

E = 2Σ′ C_rs B_rs/D,  D = 2ε_a − ε_r − ε_s = −cΣ,  Σ = Ω_r + Ω_s,

with C_rs = ⟨aa|C|rs⟩ and aa excluded from the sum. This is the leading cross term of your CI. The expectation value of ½[S,[S,C]] is also of order C·W², and your CI matrix does not contain it. The term [S,C] changes the photon number and enters only at order C²W².

Q. What is the complete result at that order?

A. Third-order theory with V = C + W and resolvent R gives ⟨VRVRV⟩ − ⟨V⟩⟨VR²V⟩, where ⟨V⟩ = C_aa. I label the electrons and keep the terms with one W on each. Intermediate states that violate the Pauli principle then cancel against the self-energy terms, which are left as the full one-electron ones.

The orderings CWW and WWC are equal. The one-photon states are (r,a)+k and (a,s)+k, measured from 2ε_a, and their two minus signs meet the minus sign of D:

ladder = (2C_rs M/c²Σ)[1/(k+Ω_r) + 1/(k+Ω_s)].

In WCW electron 1 emits (a → r), C takes (r,a) to (a,s), and electron 2 absorbs (s → a). I assume ⟨as|C|ra⟩ = C_rs, which holds for real transition densities, and also that the photon element for s → a equals the one for a → s in the ladder, so that M is the same. Both hold in the two cases below: the model couplings are real and symmetric, and the transverse s-s current is symmetric in its two orbitals. A convection current between real orbitals changes sign under that exchange, and the in-flight term then changes sign with it. With the mirror ordering,

in flight = 2C_rs M/[c²(k+Ω_r)(k+Ω_s)].

Its r = s = a member is 2C_aa M/(ck)², and the normalisation term −C_aa·2M/(ck)² cancels it. Over a common denominator the numerators are (2k + Σ) + Σ, so the sum is 4C_rs M(k+Σ)/[c²Σ(k+Ω_r)(k+Ω_s)]. The static value is 2C_rs(−2M/ck)/(−cΣ) = 4C_rs M/(c²kΣ). Dividing, and using (k+Ω_r)(k+Ω_s) = k(k+Σ) + Ω_rΩ_s,

w = 1 − Ω_rΩ_s/[(k+Ω_r)(k+Ω_s)].

For Ω ≥ 0 this has no pole and 0 < w ≤ 1. Where the in-flight term has the opposite sign, the numerators are (2k + Σ) − Σ and the weight is k²/[(k+Ω_r)(k+Ω_s)], also free of poles but departing from 1 at first order in Ω/k; that case is not tested here. Setting Ω_s = −Ω_r returns k²/(k²−Ω_r²), the on-shell weight. For an excited reference the levels below it have Ω < 0, and their poles are real decays.

Q. Then where did my poles go?

A. They cancel against the dropped term ½⟨SSC + CSS − 2SCS⟩. In −⟨SCS⟩ the factors are W/[c(k+Ω_r)] and −W/[c(k+Ω_s)], so it is the in-flight term. The other two are equal, and the same two states m give

(C_rs M/c²)[1/((Ω_s−k)(Ω_r+k)) + 1/((Ω_r−k)(Ω_s+k))].

For r = s = a this is the normalisation term. Otherwise 1/(xy) = (1/x + 1/y)/(x+y), with x + y = Σ in both products, turns it into

(C_rs M/c²Σ)[1/(Ω_s−k) + 1/(Ω_r+k) + 1/(Ω_r−k) + 1/(Ω_s+k)].

Your term, 2C_rs B_rs/D with the four denominators above, is

(C_rs M/c²Σ)[1/(k+Ω_r) + 1/(k+Ω_s) − 1/(Ω_r−k) − 1/(Ω_s−k)].

In the sum the poles drop out and the ladder remains. They arose because S assigns the configuration rs its own energy ε_r + ε_s, enough to radiate, while the ion has only 2ε_a.

The numerical check tests this by diagonalising a model with c = 1, levels 0, 1 and 2.3 per electron and two discrete modes, the second at k = 1.7. It extracts the C·W₁·W₂ coefficient by finite differences. With the first mode at k = 0.6 your term and the dropped one give 0.24521 + 0.63615 = 0.88136, the diagonalised value. At k = 1.001 and 1.00001 your term is 94.07 and 9374.9, while the diagonalised value is 0.5918 and 0.5923. On shell your weight gives 0.30685 against 0.30684.

Q. Suppose I cut the virtual space low. Is the average then right?

A. It is less wrong. For a single excitation Ω_s = 0 and w = 1 exactly, whereas w_M = ½[1 + k²/(k²−Ω_r²)]. A single excitation only deforms orbital a in the field of the other electron, and two electrons in the same deformed orbital still exchange a photon at zero frequency. With a one-body C and k = 0.6 the model gives 0.71410 from diagonalisation and from the static formula, and 0.24674 from yours. The fault belongs to every off-shell element. In the tin block below, the relative error of the average grows from 0.6 % with bound virtuals only to 2.6 % with all of them; nearly 60 % of it comes from states under 4000 Eh, and states above c² add less than a tenth.

The kernels show the same. With a = Ω_r, b = Ω_s, the numerator identity b(k+b) − a(k+a) = (b−a)(k+a+b) gives w/k = [b/(k+a) − a/(k+b)]/(b−a). Use 1/(k+a) = ∫dt e^{−(k+a)t}, then ∫dk sin(kr)e^{−kt} = r/(r²+t²), then t = ru:

rK = (2/π)∫₀^∞ du φ(ru)/(1+u²),  φ(t) = (b e^{−at} − a e^{−bt})/(b−a).

Here φ(0) = 1, φ(∞) = 0 and φ′ = ab(e^{−bt} − e^{−at})/(b−a) < 0, so rK is positive and falls steadily from 1. For a = 1, b = 2 it is 0.795, 0.362, 0.131 at r = 0.3, 2, 7, where ½[cos r + cos 2r] is 0.890, −0.535, 0.445.

Q. A model with two modes exaggerates a pole. What survives in an ion?

A. Take the s½s½ block of 1s², J = 0. With ψ = (1/r)(Pχ, −iQ σ·n χ)/√(4π), χ a Pauli spinor, and with σ(σ·n) = n + i n×σ and (σ·n)σ = n − i n×σ,

ψ_r†αψ_a = [−iP_rQ_a σ(σ·n) + iQ_rP_a (σ·n)σ]/(4πr²) = [i(Q_rP_a − P_rQ_a)n + u_r n×σ]/(4πr²),

where u_r = P_rQ_a + Q_rP_a. The angular average of n e^{ik·r} is i j₁(kr)k̂. The radial part is therefore along k̂ and the projector removes it. The rest gives iT_r k̂×σ₁ and, for −k, −iT_s k̂×σ₂, with T_r(k) = ∫u_r j₁(kr)dr. The product is T_rT_s[σ₁·σ₂ − (σ₁·k̂)(σ₂·k̂)], which averages over k̂ to (2/3)σ₁·σ₂T_rT_s, or −2T_rT_s in the singlet. Since ∫d³k/(2π)³ 4π/k² = (2/π)∫dk,

B_rs = (4/π)∫dk w T_r T_s.

Between s½ states parity allows only the Coulomb monopole, which is spin-free, so the block is closed and the assumption on C holds; the one on M holds because u_r is symmetric in r and a. The program tests the factor −2 with explicit spinors, and the elements against position-space integrals. At Z = 1 it finds 1.00002 times the Breit–Pauli contact value −(8π/3)α²(−3/4)Z³/(8π) = α²Z³/4.

For a diagonal element T² ≥ 0 fixes the limits; let ⟨·⟩ be the average with weight T². At small Ω, w_M − 1 = Ω²/(k²−Ω²) and w − 1 = −Ω²/(k+Ω)². Because T ∝ k at small k, the ratios to the static element tend to 1 + Ω²⟨k⁻²⟩ and 1 − Ω²⟨k⁻²⟩. At leading order your correction has the right size and the wrong sign. For a fixed orbital at large Ω, w_M → −k²/Ω², so your element must overshoot, cross zero and end at −⟨k²⟩/Ω².

Q. And the numbers?

A. Helium-like tin, Z = 50, point nucleus, 20 Laguerre functions per component, no-pair s-s block. In mEh, singles plus doubles:

static: −32.3741 − 7.7959 = −40.1700
averaged B(ω): −32.8080 − 8.2184 = −41.0264
pole-free: −32.3741 − 7.6164 = −39.9905

The true retardation is −39.9905 + 40.1700 = +0.18 mEh. Your prescription shifts the energy by −0.86 mEh, of which −32.8080 + 32.3741 = −0.43 comes from singles, where the shift should be zero. Relative to the pole-free no-pair value the static error is −0.18 mEh (−5 meV) and yours −1.04 mEh (−28 meV). With 16 functions the totals are −40.1629, −41.0244 and −39.9847, so the shifts become −0.86 and +0.18 again. With 40 functions the doubles move to −7.8041, −8.2254 and −7.6230 and the shifts are −0.85 and +0.18, so the totals are converged to about 0.01 mEh, not to the digits shown.

At the seven eigenstates of h that the program prints, your diagonal ratio does not oscillate. It rises from 1.0076 for 2s (Ω = 7.06 bohr⁻¹) through 1.0646 (Ω = 35.64) to 1.7529 for the top state (Ω = 404.68, ε = 54160 Eh, Ω⟨r⟩₁ₛ = 11.6). The pole-free ratio falls through 0.9940, 0.9628, 0.8619. My conjecture, untested, is that the weight T_r² of a high eigenstate lies mostly at k above Ω_r, where w_M > 1.

Q. So the cosine in the kernel does not make the elements oscillate.

A. Not in the seven diagonal elements printed for eigenstates of h in this basis; off-diagonal elements and other bases are not covered by that statement, and with 40 functions the ratio dips near the top (1.54, 1.49, 1.98 for the last three states). One case where up-and-down behaviour does appear is when Ω is read from the diagonal energy ⟨h⟩ of orbitals that are not eigenstates, such as correlation or natural orbitals. Write E = 2Σ t_rs B_rs with t = C/D. Under an orthogonal rotation U of the virtuals, t → UᵀtU, and the static B transforms the same way because it is bilinear in u. The sum is a trace and does not change. With Ω′ = cos²θ Ω₂ₛ + sin²θ Ω_top inside the kernel, B no longer transforms this way. Rotating 2s into the top state gives, for example, Ω′ = (7.06 + 404.68)/2 = 205.9 at 45°. With t rotated exactly, your energy at 0°, 10°, 20°, 30°, 45° is −41.03, −41.67, −43.09, −36.15, −32.38 mEh, while the static one stays at −40.17. The sampled spread, 43.09 − 32.38 = 10.7 mEh (0.29 eV), comes from a rotation that changes nothing physical. The single values depend on the top state and hence on the basis (with 30 functions the 20° value is −38.76 mEh); the spread stays near 10 mEh.

Natural orbitals of the doubles are milder. They give −7.9869 mEh, nearer the static value than the −8.2184 from eigenstates, but the 0.23 mEh between the two exceeds the true retardation. Fix the leading natural orbital, whose own Ω is 13.8 bohr⁻¹, and scan the assigned Ω from 1 to 1500. The ratio is 1.016 at 13.8, rises to about 1.5 near 75, crosses zero at 152.7 (20926 Eh), dips to about −0.5 near 220 and is −0.0120 at 1500. The asymptote is −(161.6/1500)² = −0.0116. The scan finds one sign change, so the oscillating kernel leaves a dispersion curve in this element. The pole-free weight at the same Ω falls from 0.99 to 0.16 without crossing zero, but feeding it ⟨h⟩ is no cure. It was derived with eigenvalues and is invariant only as a function of the operator h.

Q. Then what should I do?

A. Use B(0) in the whole CI matrix, which means setting the frequency to zero for every element with a virtual or correlation orbital. Add B(ω) − B(0) in first order, on shell, among the spectroscopic orbitals. For 1s² that addition vanishes, since ω = 0. For 1s2s the direct element also has ω = 0, and the exchange element has ω = 7.0648 bohr⁻¹ with bare-nucleus orbitals. In ¹S₀ the radial function is symmetric, so the element enters with a plus sign and the formula above applies. The static exchange is 174.9447 mEh and the correction 1.3222 mEh (36.0 meV). In ³S₁, σ₁·σ₂ = +1 in place of −3 gives a factor −1/3, and the antisymmetric radial function gives −1. The correction is 1.3222/3 = 0.4407 mEh (12.0 meV).

Q. Does that make the static CI exact at this order?

A. No. It is exact for no-pair singles out of the ground pair and invariant under rotations, but it misses the retardation of doubles, +0.18 mEh in this block; other partial waves were not computed. In this block power counting gives that term the relative size (Ω/k)² with Ω ~ Z²α and k ~ Z, nominally (Zα)², but the coefficient is not constant in Z; at Z = 50 the term is 0.18/7.80 = 2.3 % of the static doubles, or 0.17(Zα)²; where the current changes sign between a → s and s → a, the weight departs from 1 already at first order in Ω/k, which is Zα. By a scaling estimate, negative-energy single excitations enter at relative order (Zα)². The denominator 2c² in place of Z² costs (Zα)², and the Coulomb element loses a factor Zα that the current element gains. Summing the static singles formula over the negative-energy states of a 30-function basis gives about −0.9 mEh at Z = 50, or 0.21(Zα)² of the singles. This is five times the retardation of doubles, opposite in sign, and as large as the shift from your average, so the errors quoted above rank the operators against the no-pair value only. Adding the pole-free weight alone would therefore not complete the order. When millihartree fractions matter at this Z, the remainder has to come from a two-photon-exchange QED calculation, with the static no-pair part already in the CI subtracted.

Calculated quantities

```
model (energy unit = first gap), levels 0 1 2.3, second mode k=1.7; g1*g2*lambda term
 k=0.6: exact 0.88136 static 0.95228 CI 0.24521 dropped 0.63615
 k=1.1: exact 0.55214 static 0.58375 CI 1.23334 dropped -0.68120
 k=1.001: exact 0.59183 static 0.62748 CI 94.06542 dropped -93.47360
 k=1.00001: exact 0.59226 static 0.62796 CI 9374.86568 dropped -9374.27342
 singles only, k=0.6: exact 0.71410 static 0.71410 CI 0.24674
 on-shell exchange: diagonalised 0.30684 formula 0.30685
kernel Om=1,2 r=0.3: r*K exact 0.79501 CI 0.89034
kernel Om=1,2 r=2.0: r*K exact 0.36214 CI -0.53490
kernel Om=1,2 r=7.0: r*K exact 0.13066 CI 0.44532
Z=1 Breit(1s^2)/(alpha^2 Z^3/4) = 1.00002
Sn Z=50: c=137.035999 a.u., gamma=0.931059, <r>1s=0.028621 bohr, 1 Eh=27.211386 eV
e1s=-1294.62615 Eh, e2s=-326.49480 Eh, states 20
first order: Coulomb 32.92513 Eh, Breit 1.735336 Eh
retardation element (8,9): k space -1.22981e-03, r space -1.22981e-03 Eh
state e/Eh Om/(1/bohr) Om<r> B0_rr/Eh CI/static exact/static
 1 -326.5 7.06 0.202 1.7494e-01 1.0076 0.9940
 5 28.2 9.65 0.276 3.7383e-02 1.0118 0.9910
 10 885.1 15.91 0.455 1.3599e-01 1.0234 0.9836
 14 3590.0 35.64 1.020 3.9391e-01 1.0646 0.9628
 17 12938.6 103.86 2.973 1.0488e+00 1.2096 0.9162
 18 23366.4 179.96 5.151 1.2966e+00 1.3175 0.8957
 19 54160.5 404.68 11.582 7.7787e-01 1.7529 0.8619
E static: singles -32.3741 doubles -7.7959 total -40.1700 mEh = -1.09308 eV
E CI: singles -32.8080 doubles -8.2184 total -41.0264 mEh = -1.11639 eV
E exact: singles -32.3741 doubles -7.6164 total -39.9905 mEh = -1.08820 eV
shift vs static: CI -0.8564, exact 0.1795 mEh
error vs exact: static -4.89, CI -28.19 meV
N=16 totals static, CI, exact: -40.1629 -41.0244 -39.9847 mEh
rotate 2s/top 10 deg: Om'=19.1 1/bohr static -40.1700 CI -41.6696 mEh
rotate 2s/top 20 deg: Om'=53.6 1/bohr static -40.1700 CI -43.0944 mEh
rotate 2s/top 30 deg: Om'=106.5 1/bohr static -40.1700 CI -36.1536 mEh
rotate 2s/top 45 deg: Om'=205.9 1/bohr static -40.1700 CI -32.3822 mEh
natural orbitals, doubles: static -7.7959 CI -7.9869 mEh
leading natural orbital: amplitude -0.00199, own Om 13.80 1/bohr, B0 1.65595e+00 Eh
 Om=13.8 1/bohr: CI/static 1.0158 exact/static 0.9885
 Om=50.0 1/bohr: CI/static 1.3028 exact/static 0.9138
 Om=100.0 1/bohr: CI/static 1.2561 exact/static 0.8023
 Om=200.0 1/bohr: CI/static -0.4455 exact/static 0.6327
 Om=400.0 1/bohr: CI/static -0.2087 exact/static 0.4407
 Om=1500.0 1/bohr: CI/static -0.0120 exact/static 0.1648
 scan: max 1.5349 at Om 77.5, min -0.4748 at Om 214.7
 sign changes 1, first at Om 152.7 1/bohr = 20926 Eh; sqrt<k^2> 161.6 1/bohr
1s2s on-shell: omega 7.0648 1/bohr, static exchange 1S0 174.9447 mEh
B(omega)-B(0): 1S0 1.3222 mEh = 35.978 meV, 3S1 0.4407 mEh = 11.993 meV
```
